Frequency of the Thermoelastic Damping Peak of a Silicon Beam

**Problem**

A silicon beam vibrates in bending. Its thickness in the bending direction is h = 10 µm and its thermal diffusivity is D = 8.8 × 10⁻⁵ m²/s. Bending warms one side of the beam and cools the other, and the heat that flows between them takes energy from the vibration. The frequency f is varied at fixed thickness by choosing beams of different length.

(a) Derive the equation for the temperature in the bending beam.
(b) Find the loss 1/Q as a function of frequency.
(c) Keep the slowest thermal mode and find the frequency of largest loss.
(d) How far do the other thermal modes move this frequency, and where does the one-mode formula fail?
(e) How far does heat flow along the beam move it?
(f) Find the height of the peak, and say what changes in a real device.

For (e) and (f) take the round values E = 160 GPa for Young's modulus, ρ = 2300 kg/m³ for the density, α = 2.6 × 10⁻⁶ K⁻¹ for the linear expansion, C = 1.6 × 10⁶ J/(m³ K) for the heat capacity per volume and T = 300 K for the mean temperature.

**Assumptions.** The beam is slender and narrow, its sides are free of stress, and the one stress present is the axial stress σ. Heat obeys Fourier's law with conductivity κ, and no heat leaves through the faces. Losses to air, supports and surfaces are left out. SI units are used.

**Solution**

**(a) Temperature equation**

Let ε be the axial strain and θ the small departure of the temperature from T. To second order in these quantities, and without constant and linear terms that play no part here, the free energy per volume is

F = Eε²/2 − Eαεθ − Cθ²/(2T).

Its derivatives give the stress and the entropy per volume:

σ = ∂F/∂ε = E(ε − αθ),
s = −∂F/∂θ = Eαε + Cθ/T.

The first line says that free expansion, ε = αθ, needs no stress. The second shows that T ∂s/∂θ = C at fixed ε, so C is the heat capacity at fixed axial strain with free sides.

Let y be the distance from the mid-plane, −h/2 < y < h/2. For now heat flows across the thickness alone. The heat gained per volume and time is T ∂s/∂t to first order, and it must equal the inflow κ ∂²θ/∂y²:

C ∂θ/∂t + EαT ∂ε/∂t = κ ∂²θ/∂y².

Divide by C and define

D = κ/C,  Δ = Eα²T/C.

Since EαT/C = Δ/α, the result is

∂θ/∂t = D ∂²θ/∂y² − (Δ/α) ∂ε/∂t.

For α > 0, a layer being stretched cools and a layer being compressed warms. The number Δ is called the relaxation strength. If no heat flows, θ = −(Δ/α)ε and σ = E(1 + Δ)ε. Thus Δ is the relative difference between the adiabatic and the isothermal modulus.

**(b) Loss as a function of frequency**

In bending, ε = yK, where K is the curvature, with its sign chosen so that the side y > 0 is stretched when K > 0. Take K = K₀ exp(iωt), with ω = 2πf. The source is odd in y and the two faces are alike, so θ is odd too. Insulated faces require ∂θ/∂y = 0 at y = ±h/2. The functions sin(q_n y) satisfy this if cos(q_n h/2) = 0, hence

q_n = (2n+1)π/h,  n = 0, 1, 2, …

Expand y = Σ c_n sin(q_n y). The integral of sin²(q_n y) over the thickness is h/2. Integration by parts gives

∫ y sin(q_n y) dy = [−y cos(q_n y)/q_n] + (1/q_n) ∫ cos(q_n y) dy = 2(−1)ⁿ/q_n²,

because the bracket vanishes at both faces. Therefore

c_n = (2/h) · 2(−1)ⁿ/q_n² = 4(−1)ⁿ/(h q_n²).

Now put θ = Σ a_n sin(q_n y) exp(iωt) into the temperature equation. Each mode obeys

iω a_n = −D q_n² a_n − iω(Δ/α)K₀ c_n.

With the relaxation time τ_n = 1/(D q_n²) = h²/[π²D(2n+1)²], this gives

a_n = −(Δ/α)K₀ c_n · iωτ_n/(1 + iωτ_n).

The bending moment per width is M = ∫ yσ dy. Using ∫ y² dy = h³/12 and ∫ y sin(q_n y) dy = hc_n/2, its amplitude is

M₀ = E K₀ h³/12 − Eα Σ a_n hc_n/2
  = (E h³/12) K₀ [1 + Δ g(ω)],

g(ω) = Σ w_n iωτ_n/(1 + iωτ_n).

The weights are

w_n = (hc_n²/2)/(h³/12) = 6c_n²/h² = 96/[π⁴(2n+1)⁴].

They add up to 1, since ∫ y² dy = Σ c_n² h/2.

To turn g into a loss, write B = Eh³/12 and g = g′ + ig″. For K = K₀ cos ωt with real K₀, the moment is

M = B K₀[(1 + Δg′) cos ωt − Δg″ sin ωt].

The work done on the beam per cycle, per length and width, is

∮ M dK = ∫ M(−ωK₀ sin ωt) dt = πB K₀² Δg″,

because sin ωt cos ωt averages to zero and sin² ωt averages to 1/2 over the period 2π/ω. The peak stored energy is B K₀²(1 + Δg′)/2. The loss 1/Q is the energy lost per cycle divided by 2π times this stored energy:

1/Q = Δg″/(1 + Δg′) ≈ Δg″ for Δ ≪ 1.

Finally, ix/(1 + ix) = (x² + ix)/(1 + x²), so

1/Q = Δ Σ w_n ωτ_n/(1 + ω²τ_n²).

**(c) The peak from the slowest mode**

The first weight is w₀ = 96/π⁴ = 0.9855. The slowest mode thus carries 98.6 percent of the total weight. Keeping it alone gives

1/Q ≈ Δ w₀ x/(1 + x²),  x = ωτ₀.

The derivative of x/(1 + x²) is (1 − x²)/(1 + x²)². It is positive for x < 1 and negative for x > 1, so the largest loss lies at ωτ₀ = 1. With τ₀ = h²/(π²D),

ω_Z = π²D/h²,  f_Z = ω_Z/(2π) = πD/(2h²).

For the given beam,

τ₀ = (10⁻⁵ m)²/(π² × 8.8 × 10⁻⁵ m²/s) = 1.151 × 10⁻⁷ s,
ω_Z = 1/τ₀ = 8.685 × 10⁶ rad/s,
f_Z = 1.382 × 10⁶ Hz ≈ 1.4 MHz.

This is the Zener frequency. It depends on D and h, but not on α or E, which set the height of the peak. It marks the maximum of a loss curve and is not the resonance frequency of every beam of this thickness. A given beam sits at the peak if its length brings its own resonance there.

Well below the peak, heat has time to even out the temperature and the motion is nearly isothermal. Well above it, little heat crosses the beam in one cycle and the motion is nearly adiabatic. Both limits are nearly reversible. Between them the temperature change is sizeable and its phase differs from that of the adiabatic change −(Δ/α)ε, so the moment acquires a part in phase with the rate of bending.

**(d) The other thermal modes**

For ωτ₀ ≤ 1, every term with n ≥ 1 still rises with frequency, because τ_n < τ₀. The first term does not fall there either. The true maximum must therefore lie above f_Z.

For the size of the shift, let X = ln(ωτ₀). The first term of the loss, divided by Δ, is w₀/(2 cosh X), whose slope near X = 0 is −w₀X/2. For the others put u_n = τ_n/τ₀ = (2n+1)⁻². Since d/dX acts as ω d/dω, their slope at X = 0 is

Σ_{n≥1} w_n u_n(1 − u_n²)/(1 + u_n²)².

At the maximum the slopes cancel. With w_n/w₀ = (2n+1)⁻⁴, to first order,

X = 2 Σ_{n≥1} (2n+1)⁻⁴ u_n(1 − u_n²)/(1 + u_n²)² = 0.00279.

The shift is small for two reasons: the higher modes have small weights, and they relax so fast that they are nearly isothermal at this frequency.

The sum over modes can be checked by solving the temperature equation directly. Put p² = iω/D. The amplitude of θ then obeys

θ″ − p²θ = p²(Δ/α)K₀ y,

where primes on θ denote derivatives with respect to y. The odd solution with θ′(±h/2) = 0 is

θ = −(Δ/α)K₀ {y − sinh(py)/[p cosh(ph/2)]}.

In the moment, −Eα∫yθ dy now gives

g = 1 − (12/h³) ∫ y sinh(py) dy/[p cosh(ph/2)].

Integration by parts yields ∫ y sinh(py) dy = (h/p) cosh(ph/2) − (2/p²) sinh(ph/2). With z = ph/2,

g = 1 − 12/(h²p²) + 24 tanh z/(h³p³)
 = 1 − 3/z² + 3 tanh z/z³.

The maximum of Im g found numerically from this formula lies at 1.386 MHz, which is 0.281 percent above f_Z. The first-order estimate was 0.279 percent. A scan of ωh²/D from 0.1 to 1000 shows one maximum.

The closed form also shows where one mode is not enough. At low frequency, tanh z = z − z³/3 + 2z⁵/15 − … gives g ≈ 2z²/5. Since z² = iωh²/(4D),

1/Q ≈ Δωh²/(10D) for ωτ₀ ≪ 1.

The one-mode formula gives Δw₀ωτ₀, which is smaller by the factor 960/π⁶ ≈ 0.999. At high frequency the term −3/z² dominates the loss:

1/Q ≈ 12ΔD/(ωh²) for ωτ₀ ≫ 1.

Here one mode gives Δw₀/(ωτ₀), smaller by the factor 8/π² ≈ 0.81. The single mode thus serves well up to the peak. Above the peak it misses a part of the loss that grows slowly with frequency towards about a fifth.

**(e) Heat flow along the beam**

Let the beam be simply supported, with its ends held at temperature T. Its curvature then varies as sin(kx), with k = π/L for the lowest mode of a beam of length L. The temperature has the same dependence on x, and ∂²/∂x² adds −Dk²θ to the right side of the temperature equation. The relaxation rate of the slowest thermal mode becomes

r = 1/τ₀ + Dk².

The frequency and k are linked by the equation of motion of a slender beam, ρhω² = (Eh³/12)k⁴, so

ω = k²h √(E/(12ρ)).

The ratio

b = Dk²/ω = (D/h) √(12ρ/E)

is therefore the same at all frequencies in this model. For our beam,

b = (8.8 m/s) × √(12 × 2300/(1.6 × 10¹¹)) s/m = 0.00365.

The one-mode loss is now Δw₀ωr/(ω² + r²) = Δw₀S/(1 + S²), with S = r/ω = 1/(ωτ₀) + b. It is largest at S = 1, which for b < 1 means

ω = 1/[τ₀(1 − b)].

Heat flow along the beam speeds up relaxation, so the vibration must be faster to match it. The shift is comparable with that of the higher thermal modes. Together the two corrections predict

f ≈ f_Z × 1.00279/(1 − 0.00365) = 1.391 MHz.

A separate calculation follows the free decay of the beam coupled to the temperature equation, with 160 cells across the thickness. If the amplitude decays as exp(−γt), then 1/Q = 2γ/ω. This puts the peak at 1.391 MHz, in agreement with the prediction to within 3 parts in 10⁴. Within the slender-beam model the total shift from f_Z is 0.64 percent, too small to alter the answer of 1.4 MHz.

The length of the beam at this peak follows from k² = bω/D:

L = π√(D/(bω)) ≈ 165 µm.

It is about 16 times the thickness. That is slender enough for the answer of 1.4 MHz, but not for a shift of a fraction of a percent. Shear deformation stores energy without changing the temperature. For an isotropic material with Poisson ratio ν and shear factor 5/6, the ratio of shear to bending energy is about k²h²(1 + ν)/5 = bωh²(1 + ν)/(5D). This ratio grows in proportion to ω and is about π²b(1 + ν)/5 ≈ 0.9 percent at the peak for ν = 0.25. By the slope argument of (d), it lowers the peak frequency, and also the peak height, by roughly that fraction. This correction is of the same order in b as heat flow along the beam, larger, and of opposite sign. In two-dimensional plane-stress elasticity with ν between 0.06 and 0.28 the peak lies within about 0.13 percent of f_Z and is about 0.7 percent lower in height. The values 1.391 MHz and 0.64 percent therefore belong to the slender-beam model alone. In the one-mode result, k²h² = bωh²/D = π²b/(1 − b), so that

L/h = √((1 − b)/b).

Since b is proportional to 1/h, this sets a limit on the model. With the material values held fixed, h = 1 µm gives f_Z = 138 MHz and b = 0.0365. The lowest mode at the peak would then need L/h of about 5. Such a beam is hardly slender: the shear correction is then several percent and outweighs the shift from heat flow along the beam, so shear and rotary inertia must be included.

**(f) Height of the peak and real devices**

The relaxation strength is

Δ = (1.6 × 10¹¹)(2.6 × 10⁻⁶)²(300)/(1.6 × 10⁶) = 2.03 × 10⁻⁴.

At ωτ₀ = 1 the slowest mode gives

1/Q = Δw₀/2 = 9.99 × 10⁻⁵.

All modes together give 1.002 × 10⁻⁴ at their own maximum, so Q is about 10,000. The free decay with heat flow along the beam gives practically the same height, as expected from the one-mode formula, in which b moves the maximum without changing its value.

A strip much wider than it is long needs a different Δ. It bends like a plate into a cylindrical shape, so that away from its side edges the strain across the width is suppressed. For an isotropic material with Poisson ratio ν, zero strain across the width requires a transverse stress νσ − Eαθ. Hooke's law for the axial strain then reads

ε = [σ − ν(νσ − Eαθ)]/E + αθ = (1 − ν²)σ/E + (1 + ν)αθ.

Thus E is replaced by E/(1 − ν²) and α by (1 + ν)α, and Δ is multiplied by

(1 + ν)²/(1 − ν²) = (1 + ν)/(1 − ν).

For ν = 0.25 the peak is higher by the factor 5/3. Its frequency stays at πD/(2h²) in the one-mode model, apart from a relative change of order Δ in the heat capacity.

The input values are of the usual size for silicon near room temperature, but a real crystal is anisotropic, and its diffusivity depends on temperature, doping and, in thin layers, on thickness. Because f_Z is proportional to D, a diffusivity 10 percent lower moves the peak 10 percent lower at fixed h. That outweighs both corrections found above. An error of 1 percent in the thickness moves f_Z by about 2 percent. If the beam is clamped rather than simply supported, the correction in (e) does not carry over. The curvature is then large at the clamps, and supports that hold the ends at T suppress the temperature change there over a length of order h. This gives a correction of order h/L, which can move the peak of a beam like this one by several percent. The measured Q also contains the losses left out here, which add to 1/Q and can hide the thermoelastic peak.

For a designer, the low-frequency limit gives a conditional rule. In a simply supported beam of fixed length and material, the frequency of the lowest mode is proportional to h. Where ωτ₀ ≪ 1, the thermoelastic loss Δωh²/(10D) is then proportional to h³, and a thinner beam has less of it. Where ωτ₀ ≫ 1, the loss 12ΔD/(ωh²) is proportional to h⁻³, and a thicker beam has less of it, as long as it remains slender. The rule concerns thermoelastic loss alone.

The computed values are collected in the numerical output below.

Values computed for the example and the checks

```
thickness h = 10.0 micrometre
thermal diffusivity D = 8.80e-05 m^2/s
Young's modulus E = 160 GPa
density rho = 2300 kg/m^3
linear expansion alpha = 2.60e-06 1/K
heat capacity C = 1.60e+06 J/(m^3 K)
temperature T = 300 K
relaxation time tau_0 = 115.14 ns
relaxation time from grid = 115.14 ns
Zener angular frequency = 8.6853e+06 rad/s
Zener frequency f_Z = 1.3823 MHz
weight of first mode w_0 = 0.98553 (no unit)
number of maxima in scan = 1 (no unit)
peak, all modes = 1.3862 MHz
shift by higher modes = 0.281 percent
first-order shift = 0.279 percent
peak from ringing, no axial flow = 1.3860 MHz
axial ratio b = 0.365 percent
peak from ringing, axial flow = 1.3911 MHz
predicted peak, axial flow = 1.3912 MHz
total shift from f_Z = 0.637 percent
beam length at that peak = 164.9 micrometre
relaxation strength Delta = 2.0280e-04 (no unit)
peak 1/Q, first mode = 9.9933e-05 (no unit)
peak 1/Q, all modes = 1.0022e-04 (no unit)
peak 1/Q, ringing, axial flow = 1.0021e-04 (no unit)
peak Q, all modes = 9978 (no unit)
```
